# Why Parallel and Series Deposition Steps Bend Arrhenius Plots Oppositely

Draw the tangent to a bent Arrhenius plot, read a barrier from its slope, extrapolate, and the prediction can fail badly. In the silicon deposition model worked out below, the tangent at 943.7 K has a slope of 1.79 eV, although no step in the model has that barrier. Extended to 1250 K, it predicts a film rate of about 8150 nm/min. The model's own rate there is 1113 nm/min. On the cold side the error has the other sign: the tangent at 823.1 K, extended to 700 K, gives 0.044 nm/min where the model gives 0.082 nm/min.

The two failures come from two ways of combining steps. Channels that work side by side bend the plot upward, so the true curve lies above its tangent. Steps that must follow one another bend it downward, so the curve lies below. When the steps are linear and have constant prefactors and barriers, the size of the bend under either rule alone is a variance of barriers; in a circuit that mixes the two rules, variances of opposite sign compete.

## Two rules of combination

The algebra uses atomic units with $k_B=1$, so that temperature is an energy and $\beta=1/T$. For numbers, $\beta=1/(k_BT)$ with $k_B=8.617\times10^{-5}$ eV/K. An Arrhenius plot shows $\ln R$ against $\beta$, where $R$ is the film growth rate. The choice of axis matters: a single process with $\ln r=\ln A-E/T$ is straight against $1/T$, but against $T$ it has the second derivative $-2E/T^3$.

Let $r_i$ be the rate that step $i$ alone would allow. If several kinds of surface site deposit material independently, their fluxes add:

$$R=\sum_i r_i .$$

In a series, the same flux passes through every step. Let $x_i$ be the precursor concentration after step $i$, relative to the supply, so that $x_0=1$. If each step is linear, then $R=r_i(x_{i-1}-x_i)$. The last step consumes precursor irreversibly at the rate $r_Nx_{N-1}$, which has the same form with $x_N=0$. Dividing by $r_i$ and adding makes the concentrations cancel in pairs:

$$R\sum_i\frac1{r_i}=x_0-x_N=1,\qquad \frac1R=\sum_i\frac1{r_i}.$$

Concentration gradients are not essential here. Suppose that a surface site passes irreversibly through a cycle of states, leaving state $i$ at the rate $r_i$. In the steady state the flux is $R=r_ip_i$, where $p_i$ is the occupation of state $i$. Since $\sum_ip_i=1$, again $R\sum_i1/r_i=1$. A downward bend therefore does not by itself prove that gas transport is involved.

## One derivation for both signs

Put $s=+1$ for parallel channels and $s=-1$ for series steps. Both rules then read

$$\ln R=s\ln Z,\qquad Z=\sum_i r_i^{\,s}.$$

Define the local barrier and the own curvature of each step by

$$E_i=-\frac{d\ln r_i}{d\beta},\qquad c_i=\frac{d^2\ln r_i}{d\beta^2}=-\frac{dE_i}{d\beta}.$$

For a pure Arrhenius step, with constant prefactor and barrier, $E_i$ is that barrier and $c_i=0$. Define also the weights $w_i=r_i^{\,s}/Z$, which add to one. In parallel they are shares of the rate; in series they are shares of the resistance. Angle brackets denote averages with these weights.

Because $dr_i^{\,s}/d\beta=-sE_ir_i^{\,s}$, the slope is

$$\frac{d\ln R}{d\beta}=\frac sZ\frac{dZ}{d\beta}=-s^2\sum_iw_iE_i=-\langle E\rangle ,$$

since $s^2=1$. The apparent barrier is a weighted mean in both cases. The signs part when the weights change. From $\ln w_i=s\ln r_i-\ln Z$ and $d\ln Z/d\beta=-s\langle E\rangle$,

$$\frac{dw_i}{d\beta}=s\,w_i\left(\langle E\rangle-E_i\right).$$

This equation contains the cause of the bend. Cooling increases $\beta$. In parallel, channels with barriers below the mean then gain weight, because they lose rate more slowly than the others. The apparent barrier falls and the plot flattens toward the cold side. In series, the high-barrier steps gain weight, because their resistance grows fastest. The apparent barrier rises and the plot steepens. Parallel channels favour the fastest route, and series steps the slowest obstacle.

Differentiating the slope once more gives two terms, one from the weights and one from the local barriers:

$$\begin{aligned}
\frac{d^2\ln R}{d\beta^2}
&=-\sum_i\frac{dw_i}{d\beta}E_i-\sum_iw_i\frac{dE_i}{d\beta}\\
&=-s\left(\langle E\rangle^2-\langle E^2\rangle\right)+\langle c\rangle\\
&=s\,\mathrm{Var}(E)+\langle c\rangle .
\end{aligned}$$

For pure Arrhenius steps $\langle c\rangle=0$, and the curvature is plus or minus the variance. It vanishes only when all barriers are equal, since every weight is positive. If the prefactors depend on temperature, the extra term remains and can reverse the sign.

## The shape and size of a bend

Take two pure steps with $E_2-E_1=\Delta>0$ and equal rates at $\beta_0$. Then $w_1/w_2=e^{y}$ with $y=s\Delta(\beta-\beta_0)$. The variance of a two-valued quantity is $w_1w_2\Delta^2$, and

$$w_1w_2=\frac{e^y}{(1+e^y)^2}=\frac1{4\cosh^2(y/2)} .$$

Therefore

$$\frac{d^2\ln R}{d\beta^2}=\frac{s\Delta^2}{4}\,\mathrm{sech}^2\!\left[\frac{\Delta(\beta-\beta_0)}2\right].$$

The bend is strongest where the two rates are equal, and its height there is $\Delta^2/4$. It falls to half height when $\cosh(y/2)=\sqrt2$, that is, at $|\beta-\beta_0|=2\,\mathrm{arcosh}(\sqrt2)/\Delta=1.763/\Delta$. A larger gap gives a taller but narrower bend.

The area does not depend on the details of the crossover. Integrated over all $\beta$, the curvature equals the total change of slope. For pure parallel channels the slope runs from $-E_{\max}$ at $\beta\to-\infty$ to $-E_{\min}$ at $\beta\to+\infty$; in series the two ends are exchanged. Either way,

$$\int_{-\infty}^{\infty}\mathrm{Var}(E)\,d\beta=E_{\max}-E_{\min}.$$

Negative $\beta$ is a formal extension, and a real temperature window captures part of this area.

With more than two pure steps, a measured curvature $\kappa$ still limits the barriers. Let $M$ be the midpoint between the lowest and highest. A variance is the smallest mean square distance from any fixed point, so

$$|\kappa|=\mathrm{Var}(E)\le\langle(E-M)^2\rangle\le\frac{(E_{\max}-E_{\min})^2}{4}.$$

Thus $2\sqrt{|\kappa|}$ is a lower bound on the spread of barriers. With two steps, it equals the gap at the crossover.

## A growth model containing both bends

Consider silicon deposited from dilute silane in hydrogen. Two kinds of surface site work in parallel, with barriers of 1.0 and 2.0 eV. At 900 K and full precursor supply they deposit 3 and 10 nm/min. Both consume precursor in first order, and both are fed through the same gas boundary layer. The sites are thus a parallel block inside a series circuit.

The two site rates are equal when the 2.0 eV site has lost a factor of 10/3 relative to the other. The gap is 1.0 eV, so

$$\frac1{T_p}=\frac1{900\ \mathrm K}+\frac{k_B\ln(10/3)}{1.0\ \mathrm{eV}},\qquad T_p=823.1\ \mathrm K .$$

Each site then contributes $3\times(3/10)=0.90$ nm/min. The surface block alone has the curvature $(1.0\ \mathrm{eV})^2/4=0.25$ eV². Its half-height points, at $\pm1.763$ eV⁻¹ from the crossover, lie at 941 and 732 K, so this bend is more than 200 K wide.

For the boundary layer, take a thickness $\delta=2$ cm, a total pressure $p=20$ Torr and a precursor mole fraction $X=0.004$. Let the diffusivity be $D=0.6$ cm²/s at 273.15 K and 760 Torr, varying as $T^{1.75}/p$. With $N=5.0\times10^{22}$ silicon atoms per cm³ in the film, the transport-limited rate is

$$g=\frac{D}{\delta N}\,\frac{Xp}{T}\ \propto\ T^{0.75}.$$

The pressure cancels at fixed mole fraction and layer thickness. At 1099.1 K, $D$ is about 261 cm²/s and the precursor density $7.03\times10^{14}$ cm⁻³. The flux is $261\times7.03\times10^{14}/2=9.2\times10^{16}$ atoms per cm² and second. Division by $N$ gives 18.3 nm/s, or 1099 nm/min.

This step has a temperature-dependent prefactor. In general, for $r=AT^ne^{-\beta E}$,

$$\ln r=\ln A-n\ln\beta-\beta E,\qquad E_{\rm loc}=E+nT,\qquad c=nT^2 .$$

Here $E=0$ and $n=0.75$, so the local barrier of transport at 1099.1 K is 0.071 eV.

Now apply the theorem twice. The surface block has the rate $k=r_1+r_2$, the local barrier $E_s=\langle E\rangle$ and the own curvature $c_s=\mathrm{Var}(E)$, both with rate shares. Transport has the values $E_g=nT$ and $c_g=nT^2$, and its share of the resistance is $v=g^{-1}/(g^{-1}+k^{-1})=k/(k+g)$. The series rule gives

$$\kappa=-v(1-v)(E_s-E_g)^2+(1-v)c_s+v\,c_g .$$

The first term bends the plot downward and the other two bend it upward. The values are:

| $T$ (K) | $R$ (nm/min) | $E_{\rm app}$ (eV) | $v$ | $\kappa$ (eV²) |
|---:|---:|---:|---:|---:|
| 700 | 0.082 | 1.077 | 0.0001 | 0.071 |
| 823.1 | 1.80 | 1.497 | 0.002 | 0.245 |
| 943.7 | 37.0 | 1.790 | 0.038 | 0.000 |
| 1000 | 125 | 1.696 | 0.122 | −0.308 |
| 1099.1 | 550 | 1.021 | 0.500 | −0.886 |
| 1250 | 1113 | 0.235 | 0.919 | −0.262 |
| 1650 | 1489 | 0.109 | 0.999 | 0.011 |

## Reading the plot

At 823.1 K transport holds 0.2% of the resistance, and it lowers the curvature from 0.250 to 0.245 eV². On a plot of $\log_{10}R$ against $1000/T$, this is a second derivative of 14.3 K².

At 1099.1 K, a temperature found by numerical root search, surface and transport have equal rates. The surface barrier is 1.972 eV, slightly below 2.0 eV because the other sites still supply 2.8% of the surface rate. The terms are

$$\kappa=-\frac{(1.972-0.071)^2}{4}+0.017=-0.903+0.017=-0.886\ \mathrm{eV^2}.$$

The small positive part is the mean of the two own curvatures.

Between these crossovers the curvature passes through zero at 943.7 K, also located numerically. Since $dE_{\rm app}/d\beta=-\kappa$, the apparent barrier is stationary there. It is a local maximum: on heating, the barrier first rises as the 2.0 eV sites take over and then falls as transport does. The plot is locally straight there, and its slope gives 1.79 eV. The two bends overlap, so the 2.0 eV barrier never shows itself as a slope. Local straightness is no proof that a single step controls the rate.

The curvature extremes are more informative here. A numerical search finds the largest value, 0.2455 eV², at 820 K. The two-step formula turns it into a gap of $2\sqrt{0.2455}=0.991$ eV, which is 0.9% below the true 1.0 eV. The lowest value, −0.8867 eV² at 1102 K, gives 1.883 eV, about 1% below the gap of 1.901 eV between surface and transport at their crossover. This success depends on each bend being weak at the centre of the other, and on a curve free of noise.

A second sign change occurs at 1525 K. At still higher temperature the surface offers almost no resistance, so the variance term dies out while $c_g=0.75\,T^2$ grows. At 1650 K, $c_g$ is 0.015 eV² and the total is +0.011 eV². A circuit dominated by its series step then bends upward. This second sign change is a property of the model, not a prediction for a reactor. Above about 1440 K the extrapolated surface rate exceeds the rate at which silane molecules strike the surface, and evaporation of silicon, which is left out here, could outweigh so small a curvature. The example still shows why constant prefactors are a condition of the simple sign rule.

## When the series law is not linear

Harmonic addition requires a surface reaction of first order. Suppose instead that the surface rate varies as the power $m>0$ of the local precursor concentration. With $\theta=R/g$, the relative concentration at the surface is $1-\theta$, and

$$R=k(1-\theta)^m .$$

Use $d\theta/d\beta=\theta(d\ln R/d\beta+E_g)$ and differentiate the logarithm:

$$\frac{d\ln R}{d\beta}=-E_s-q\left(\frac{d\ln R}{d\beta}+E_g\right),\qquad q=\frac{m\theta}{1-\theta}.$$

Solving for the slope gives

$$\frac{d\ln R}{d\beta}=-(1-v)E_s-vE_g,\qquad v=\frac q{1+q}=\frac{m\theta}{D_m},$$

where $D_m=1-\theta+m\theta$. The apparent barrier is still a weighted mean, but the weight moves at a different speed. Inserting the slope into $d\theta/d\beta$ yields $-\theta(1-v)(E_s-E_g)$, and direct differentiation gives $dv/d\theta=m/D_m^2$. Their product is

$$\frac{dv}{d\beta}=-\frac{v(1-v)}{D_m}(E_s-E_g).$$

The derivative of the slope is $(E_s-E_g)\,dv/d\beta+(1-v)c_s+vc_g$, so

$$\kappa=-\frac{v(1-v)}{D_m}(E_s-E_g)^2+(1-v)c_s+vc_g .$$

For $m=1$, $D_m=1$ and the variance returns. For $m<1$, $D_m<1$ and the variance term is larger than for a first-order surface at the same $v$. At the same $k/g$ the comparison is different, because $v$ changes too: for half order the term is larger near $k=g$ but smaller far from it. With $m=1/2$ and $k=g$, the balance $\theta^2=1-\theta$ gives $\theta=0.618$, hence $D_m=0.691$ and $v=0.447$. At 1099.1 K, with $k$ and $g$ held fixed, the curvature changes from −0.886 to −1.274 eV². The downward sign survives, but its magnitude grows by 44%, and reading it as a plain variance would overstate the gap.

## Depletion along a reactor

The model has also assumed that growth does not exhaust the feed. Let $S$ be the mean film rate if all precursor were deposited, and $u=R/S$. In a well-stirred reactor with a remaining precursor fraction $f$, the balance $S(1-f)=Rf$ gives a mean rate $\bar R=Rf$ with $1/\bar R=1/R+1/S$. Depletion is then one more series resistance.

In plug flow the precursor fraction instead decays along the deposition area as $e^{-uz}$, with $z$ running from 0 to 1. For a uniform temperature and boundary layer,

$$\bar R=R\int_0^1e^{-uz}\,dz=S(1-e^{-u}).$$

This is not a harmonic sum. Its logarithmic slope with respect to $R$ is $\phi=u/(e^u-1)$, so $d\ln\bar R/d\beta=-\phi E_{\rm app}$. At constant $S$, $du/d\beta=-uE_{\rm app}$. Also $u\,d\phi/du=\phi(1-u-\phi)$, because $ue^u/(e^u-1)=u+\phi$. Hence

$$\bar\kappa=\phi\kappa+\phi(1-u-\phi)E_{\rm app}^2 .$$

For $S=3000$ nm/min at 1099.1 K, $u=550/3000=0.183$ and $\phi=0.911$. The first term weakens the bend to −0.807 eV² and the second adds −0.090 eV². The total, −0.897 eV², is close to the undepleted −0.886 eV² because the two changes nearly cancel at this point.

## How far the model resembles a reactor

Silicon growth from silane in hydrogen does have a strongly activated regime at low temperature, with a barrier of roughly 2 eV associated with hydrogen leaving the surface, and a weakly temperature-dependent, supply-limited regime at high temperature. The gas parameters and rates above are rough values for reduced-pressure growth. A kinetic-theory estimate with Lennard-Jones parameters gives a diffusivity about 20% lower at the series crossover (about 210 instead of 261 cm²/s) and an exponent near 1.66 instead of 1.75; this moves the second sign change from 1525 to about 1518 K. The whole gas layer is taken to be at the surface temperature, whereas in a cold-wall reactor it is cooler. With a linear temperature profile down to 300 K at the outer edge, and thermal diffusion left out, the transport rate at 1099.1 K would fall from 1099 to about 720 nm/min and the series crossover would move to about 1077 K. The model also sets no limit on adsorption: its surface rate requires 0.6% of the silane molecules striking the surface to react at 1099.1 K and 8% at 1250 K. A cap on this fraction would be a further series resistance that does not depend on the layer thickness; a cap of 0.3% would move the downward bend from 1102 to about 1048 K and deepen it to about −0.94 eV². The 1.0 eV site is a choice made to produce a visible bend; that barrier is low for hydrogen release and is not assigned to a known site. The least secure assumption is first-order kinetics, since a surface largely covered by hydrogen need not respond linearly to precursor supply. The half-order case gives a 44% change at the series crossover, and lower orders give more: for $m=1/4$ the curvature there is about twice the first-order value.

Other corrections are smaller for these numbers. At 823.1 K, starting from the surface value of 0.250 eV², a common arrival factor $T^{-1/2}$ adds $-T^2/2$ and gives 0.2475 eV². A thermometer reading 10 K low gives 0.241 eV² when the rates are plotted against the false temperature. A Gaussian spread $\sigma=0.05$ eV in the 2.0 eV barrier, with that channel's rate fixed at 900 K, gives 0.234 eV². The spread multiplies the rate by a factor proportional to $e^{\sigma^2\beta^2/2}$. This adds an own curvature $\sigma^2$ but lowers the local barrier by $\sigma^2\beta$, and here the narrower gap matters more.

The continuum treatment of the gas is safe at this pressure: with a rough collision cross-section of 0.5 nm², the mean free path at 1099.1 K is $4\times10^{-4}$ of the layer thickness. Nucleation of particles in the gas and exchange between the two kinds of site are absent from the model. Exchange would break the independence on which the parallel rule rests.

A useful experiment is to repeat the plot with a different boundary-layer thickness, keeping the feed and the surface preparation unchanged. In this model a thinner layer raises $g$ but leaves $k$ unchanged, so the downward bend moves to higher temperature. A downward bend produced by a cycle of surface states, with negligible transport resistance, would stay where it is. For steps that combine by the two rules above and have constant prefactors, the sign of the curvature shows which rule dominates, and its size sets a lower limit on the spread of barriers. The limit carries over to nested circuits: if each block obeys $|c_i|\le(E_{\max}-E_i)(E_i-E_{\min})$, as a single pure step does, then $|\kappa|\le\mathrm{Var}(E)+\langle(E_{\max}-E)(E-E_{\min})\rangle=(E_{\max}-\langle E\rangle)(\langle E\rangle-E_{\min})$, which has the same form and is at most $(E_{\max}-E_{\min})^2/4$. Reversible steps can break the limit. In a cycle of three or more surface states the resistances contain sums and differences of barriers, and when every step is reversible, even a two-state cycle has a net rate that is a difference of rates, whose logarithm bends sharply near equilibrium. Changing one resistance at a time helps to show which steps are involved.

All numerical values are calculated from the stated model.
